The Lower Bound for Spherical Designs and Three Platonic Solids

Q: To average a quantity over all orientations, people sometimes use a handful of directions and take the plain mean. What could make that exact, rather than a crude sample?

A: It is exact for polynomials of limited degree if the directions are well placed. Let S^(d−1) be the unit sphere in d dimensions, d ≥ 2, and let ⟨f⟩ be the uniform average over it, with ⟨1⟩ = 1. A finite set X of N unit vectors is a spherical t-design if

(1/N) Σ_{y∈X} f(y) = ⟨f⟩

for every real polynomial f of degree at most t. In three dimensions this means that the node average removes every spherical harmonic with l = 1, …, t. A 2-design, for instance, averages n·A·n to Tr A/3 for every constant matrix A.

Q: Then I would expect a trade-off between t and N. Is there a least N, and where would it come from?

A: There is a lower bound, and it comes from counting independent functions. Let H_e be the space of homogeneous polynomials of degree e, restricted to the sphere. There are

h_e = C(d+e−1, e)

monomials of degree e in d variables, C being the binomial coefficient. They stay independent on the sphere: if a homogeneous p vanishes there, then p(r n) = r^e p(n) = 0 for every radius r and unit vector n, so p is the zero polynomial. Hence dim H_e = h_e.

Let V_e be the space of all polynomials of degree at most e, also restricted to the sphere. There r² = 1, so a monomial of degree k can be multiplied by powers of r² until its degree is e or e−1, whichever has the parity of k. Thus V_e = H_e + H_(e−1). A function in both spaces would be both even and odd under y → −y, hence zero, so the dimensions add:

dim V_e = h_e + h_(e−1), with h_(−1) = 0.

Q: A dimension is a property of functions. How does it constrain points?

A: Through a function whose value at a chosen point and whose mean square are both fixed by the dimension. Let W be V_e or H_e, let D be its dimension, and let f_1, …, f_D be a real basis with ⟨f_i f_j⟩ = δ_ij. Define

K(x,y) = Σ_i f_i(x) f_i(y).

Another orthonormal basis is related to this one by an orthogonal matrix, which cancels in the sum, so K does not depend on the basis. If R is a rotation, the functions f_i(Rx) again form an orthonormal basis of W, because W and the uniform average are both rotation invariant. Therefore

K(Rx,Ry) = K(x,y).

Any point of the sphere can be rotated into any other, so K(x,x) is a constant. Its value equals its average:

K(x,x) = Σ_i ⟨f_i²⟩ = D.

Now fix x and average the square over y:

⟨K(x,·)²⟩ = Σ_ij f_i(x) f_j(x) ⟨f_i f_j⟩
= Σ_i f_i(x)²
= K(x,x)
= D.

So K(x,y)² has the value D² at y = x but only the mean D.

Q: What does that give for an even degree, t = 2e?

A: Take W = V_e and let x be a point of X. As a function of y, K(x,y)² has degree at most 2e, so the design averages it exactly:

(1/N) Σ_{y∈X} K(x,y)² = D.

No term is negative. Keeping the one with y = x gives

D²/N ≤ D, and therefore N ≥ D = h_e + h_(e−1).

Q: For odd t = 2e+1 you could use the same function. Why look for anything else?

A: It would give a valid but weaker bound. In three dimensions it would give 4 at t = 3 and 9 at t = 5, without using the extra degree. To use it, take W = H_e and consider

(1 + x·y) K(x,y)².

This is nonnegative, since x·y ≥ −1, and has degree at most 2e+1 in y. Every function in H_e has parity (−1)^e, so K² is even in y, while x·y is odd. The average of their product is zero, and

⟨(1 + x·y) K²⟩ = ⟨K²⟩ = D.

At y = x the function equals 2D². Keeping that term of the node average gives

2D²/N ≤ D, and therefore N ≥ 2D = 2h_e.

The two results together are the Delsarte–Goethals–Seidel bound:

t = 2e: N ≥ C(d+e−1, e) + C(d+e−2, e−1)
t = 2e+1: N ≥ 2 C(d+e−1, e)

with the second binomial in the even case absent for e = 0.

Q: Can you show me a case simple enough to see whether this is reasonable?

A: On the circle, d = 2, we have h_e = e+1. The bound is 2e+1 for t = 2e and 2e+2 for t = 2e+1, so it is t+1 in both cases. The regular polygon with t+1 vertices attains it for every t ≥ 1: polynomials of degree at most t on the circle are combinations of exp(imθ) with |m| ≤ t, and for m ≠ 0 the sum over t+1 equally spaced angles is a geometric sum equal to zero.

On the ordinary sphere, d = 3, we have h_e = (e+1)(e+2)/2. For even t the bound is

(e+1)(e+2)/2 + e(e+1)/2 = (e+1)(2e+2)/2 = (e+1)²,

and for odd t it is (e+1)(e+2). This gives 4 at t = 2, 6 at t = 3 and 12 at t = 5.

Q: Could unequal weights beat the bound?

A: Not if they are nonnegative. Let the weights w_y sum to 1 and let the rule be exact to degree t. The same step gives w_x D² ≤ D for even t and 2w_x D² ≤ D for odd t. Writing N_b for the bound, every weight satisfies

w_x ≤ 1/N_b.

Summing over the nodes gives 1 ≤ N/N_b, so again N ≥ N_b. With negative weights the discarded terms may be negative, and this proof fails. For even t the bound on N survives by another argument: if N < dim V_e, some nonzero p in V_e vanishes at all N nodes, so the rule gives zero for p², which has degree at most t and a positive mean. For odd t and signed weights we make no claim here.

An example of degree 5 uses the six octahedron vertices with weight 1/15 each and the eight cube vertices (±1,±1,±1)/√3 with weight 3/40 each. Both sets are unchanged when one coordinate changes sign, so monomials with an odd exponent average to zero, as they should. For the rest,

x²: 2/15 + (8·3/40)/3 = 2/15 + 1/5 = 1/3
x⁴: 2/15 + (8·3/40)/9 = 2/15 + 1/15 = 1/5
x²y²: (8·3/40)/9 = 1/15.

These are the sphere averages: z is uniform on [−1,1], which gives 1/3 and 1/5, and averaging (x²+y²+z²)² = 1 gives 3/5 + 6⟨x²y²⟩ = 1. The weights, 0.0667 and 0.0750, lie below the ceiling 1/12 = 0.0833.

Q: Back to equal weights. A lower bound need not be attained. What would a set have to look like to attain it?

A: Every term we discarded would have to vanish. For d = 3 this can be made explicit. The harmonics Y_lm with l ≤ e lie in V_e and number Σ(2l+1) = (e+1)², so they span it. Those with l = e, e−2, … lie in H_e, after multiplication by powers of r². They span H_e because h_e − h_(e−2) = 2e+1, so their number adds up to h_e. The addition theorem

P_l(x·y) = [4π/(2l+1)] Σ_m Y_lm(x) Y_lm(y)*

then gives, with s = x·y and our normalization ⟨1⟩ = 1,

K = Σ (2l+1) P_l(s),

summed over l ≤ e for even t, and over l = e, e−2, … for odd t. For the three cases:

t = 2: K = 1 + 3s, so s = −1/3
t = 3: K = 3s, so s = 0 or s = −1
t = 5: K = 1 + 5(3s²−1)/2 = (15s²−3)/2, so s = ±1/√5 or s = −1.

The value −1 is allowed for odd t because of the factor 1+s. These are the scalar products permitted between different points of an attaining set.

Q: Those look like the tetrahedron, octahedron and icosahedron. But having the right angles does not prove that they are designs.

A: No, that needs a separate argument. Define the pair average

M_l = (1/N²) Σ_{x,y∈X} P_l(x·y).

By the addition theorem,

M_l = [4π/(2l+1)] Σ_m |(1/N) Σ_{x∈X} Y_lm(x)|².

So M_l ≥ 0, and M_l = 0 if and only if all 2l+1 harmonics of that l average to zero over X. Since harmonics with l ≤ t span V_t, X is a t-design if and only if M_1 = … = M_t = 0.

In each of these solids all vertices are equivalent, so the sum over pairs is N times the sum seen from one vertex. It remains to count neighbours.

Q: Then count them, starting with the tetrahedron.

A: Its vertices are (1,1,1), (1,−1,−1), (−1,1,−1) and (−1,−1,1), each divided by √3. Two different ones have scalar product −1/3, so

4M_l = 1 + 3P_l(−1/3).

With P_1 = s, P_2 = (3s²−1)/2 and P_3 = (5s³−3s)/2, the values at s = −1/3 are −1/3, −1/3 and 11/27. Hence

4M_1 = 1 − 1 = 0
4M_2 = 1 − 1 = 0
4M_3 = 1 + 11/9 = 20/9.

The tetrahedron is a 2-design with N = 4, the least possible number. It is not a 3-design, since M_3 = 5/9 ≈ 0.556.

Q: And the octahedron?

A: From one vertex, four others are at s = 0 and one is at s = −1:

6M_l = 1 + 4P_l(0) + P_l(−1).

For odd l, P_l(0) = 0 and P_l(−1) = −1, so the sum vanishes. For l = 2 it is 1 + 4(−1/2) + 1 = 0. The octahedron is therefore a 3-design with N = 6, which attains the bound. For l = 4, P_4(0) = 3/8 gives 1 + 3/2 + 1 = 7/2, so M_4 = 7/12 ≈ 0.583 and the strength ends at 3.

Q: The icosahedron has irrational coordinates. Does the count remain as clean?

A: Yes. Let φ = (1+√5)/2, so φ² = φ+1. The twelve vertices are (0,±1,±φ) and their cyclic permutations, with squared length 1+φ² = φ+2. Sign changes and cyclic permutations take any vertex to any other, so start from (0,1,φ). Before normalization its scalar products are:

with (0,−1,φ): φ² − 1 = φ
with (0,1,−φ): 1 − φ² = −φ
with (0,−1,−φ): −(φ+2)
with the four (±1,±φ,0): φ twice, −φ twice
with the four (±φ,0,±1): φ twice, −φ twice.

Since φ+2 = (5+√5)/2 = √5 φ, division by the squared length turns ±φ into ±1/√5 ≈ ±0.447. There are five neighbours at each value and one antipode:

12M_l = 1 + 5P_l(1/√5) + 5P_l(−1/√5) + P_l(−1).

For odd l the terms cancel in pairs. For even l the sum is 2 + 10P_l(1/√5). With s² = 1/5,

P_2 = (3/5 − 1)/2 = −1/5
P_4 = (35s⁴ − 30s² + 3)/8 = (7/5 − 6 + 3)/8 = −1/5,

so M_2 = M_4 = 0. The icosahedron is a 5-design with N = 12, again the least possible. At the next even degree,

P_6 = (231s⁶ − 315s⁴ + 105s² − 5)/16
= (1.848 − 12.6 + 21 − 5)/16
= 0.328,

so 12M_6 = 5.28 and M_6 = 0.44. It is not a 6-design.

Q: You skipped t = 4. The bound there is 9. Is there a nine-point design?

A: There is none. For t = 4 we have e = 2 and

K = 1 + 3s + 5(3s²−1)/2 = (15s² + 6s − 3)/2.

If nine points attained the bound, every scalar product between different points would be a root of 5s² + 2s − 1 = 0:

s = (−1 ± √6)/5, or about 0.290 and −0.690.

Fix one point, and let n of the other eight have the larger value. The design must average the linear function x·y to zero, so

0 = 1 + n(−1+√6)/5 + (8−n)(−1−√6)/5
= −3/5 + (2n−8)√6/5.

Because √6 is irrational and n is an integer, the coefficient 2n−8 must vanish. Then n = 4 leaves −3/5 = 0, a contradiction. A 4-design on the sphere thus needs at least ten points; this argument does not say which number suffices.

Q: Suppose I have too few points. Must the averages be noticeably wrong, or could they be wrong by an arbitrarily small amount?

A: There is a definite minimum defect. For d = 3, measure the defect by

V = Σ_{l=1}^{t} (2l+1) M_l,

which is zero if and only if X is a t-design. Let F(s) be K² for even t and (1+s)K² for odd t, and expand it as F = Σ_{l=0}^{t} f_l P_l, where

f_l = [(2l+1)/2] ∫_{−1}^{1} F(s) P_l(s) ds.

The scalar product with a fixed direction is uniformly distributed on [−1,1], so f_0 = ⟨F⟩ = D. Since F ≥ 0 and |P_l| ≤ 1, we have |f_l| ≤ (2l+1) f_0. Also F(1) = N_b D, because it is D² with N_b = D, or 2D² with N_b = 2D.

Average F over all ordered pairs in X. The N diagonal pairs alone contribute F(1)/N, so

N_b D/N ≤ f_0 + Σ_{l=1}^{t} f_l M_l ≤ D(1 + V).

The last step used M_l ≥ 0. Dividing by D,

V ≥ N_b/N − 1.

Q: Is that floor close to the truth?

A: For N < N_b it is never reached. Then V > 0, so some M_l is positive. For l ≥ 1, P_l(s) < 1 except at isolated points, and F is a nonnegative polynomial that is not identically zero, so f_l < (2l+1) f_0 strictly and the last inequality is strict. Now let points coincide as well, counting each with its multiplicity; the derivation of the floor is unchanged. V is continuous on this compact set of configurations, so its minimum is attained and lies above the floor. This argument does not give the size of the gap. For three points and t = 2 the floor is 4/3 − 1 = 0.333, but the true minimum can be found by hand. Here

1 + V = (1/9) Σ_{x,y} [1 + 3s + 5P_2(s)].

The bracket is (15s²+6s−3)/2. It equals 9 on the three diagonal pairs and is at least −1.8 on the other six, with the minimum at s = −1/5. So 1 + V ≥ (27 − 10.8)/9 = 1.8, and V ≥ 0.8. Three unit vectors with mutual scalar products −1/5 exist, so 0.8 is attained.

For more points I quote numerical minimizations of V by the BFGS method, from 25 random starting sets each. The smallest values found are upper estimates of the true minima:

t = 3, N = 5: V = 0.454, floor 0.200
t = 4, N = 9: V = 0.169, floor 0
t = 5, N = 11: V = 0.221, floor 0.091.

With 6 points at t = 3 and 12 points at t = 5, the same search reaches zero to the six decimals printed. The nine-point line shows what the counting bound misses: its floor is zero, although a zero of V is impossible there.

Q: Most functions I want to average are not polynomials. What does the strength t buy me then?

A: Take a plane wave exp(iq n·u), with n the direction to be averaged, u a fixed unit vector and q a dimensionless wave number. The exact average is

½ ∫_{−1}^{1} exp(iqs) ds = sin q/q.

The expansion

exp(iq n·u) = Σ_l i^l (2l+1) j_l(q) P_l(n·u),

with spherical Bessel functions j_l, shows what a t-design does. The term l = 0 gives the exact average, the terms l = 1, …, t vanish, and the error is

Σ_{l>t} i^l (2l+1) j_l(q) · (1/N) Σ_{n∈X} P_l(n·u).

For small q, j_l(q) is proportional to q^l, so the error is of order q^(t+1) or smaller.

Q: Give me numbers for a q that is not small.

A: Take q = 2 and u along (1,2,3), in the coordinates used above for the solids. The exact average is 0.454649. The node averages are:

tetrahedron: 0.46710 − 0.14048 i
octahedron: 0.43624
icosahedron: 0.453808.

For the tetrahedron the real part is off by 0.46710 − 0.45465 = 0.01245, so the modulus of the error is

√(0.01245² + 0.14048²) = 0.141,

or 31% of the exact average. For the octahedron the error is 0.43624 − 0.45465 = −0.0184, or 4.0% of the exact average in size. For the icosahedron it is 0.453808 − 0.454649 = −0.00084, or 0.18% of the exact average in size.

The first surviving terms have moduli 0.1405 for l = 3, 0.01848 for l = 4 and 0.000841 for l = 6, so they account for most of the error in each case. For the octahedron the first term slightly exceeds the total error of 0.01841, so the later terms partly cancel it.

Q: Why does only the tetrahedron produce an imaginary part?

A: The octahedron and icosahedron contain −n with every n, so the sines cancel. The tetrahedron does not, and its l = 3 term carries i³ = −i. That term also depends on direction. Over the four vertices, n_x n_y n_z = 1/(3√3) each time, while the averages of n_x, n_x³, n_x²n_y and their permutations vanish. Hence

(1/4) Σ P_3(n·u) = (5/2) · 6u_x u_y u_z/(3√3) = (5/√3) u_x u_y u_z.

For u in a coordinate plane the l = 3 error vanishes. That is luck of orientation, not a higher design strength, which requires all directions u to work.

Q: And if q is large?

A: Then the small-q estimate gives no protection. For the octahedron with u along one of its axes, four nodes give 1 and two give exp(±iq), so the node average is

(4 + 2cos q)/6 = (2 + cos q)/3 ≥ 1/3,

whereas sin q/q tends to zero. A fixed design is exact up to its degree t; above t it carries no general guarantee. Some higher harmonics may still average to zero, for instance all odd l for a set that contains −n with every n, but others survive, and at large q they can dominate the result.

Numerical values quoted here were computed with a short program.
